Debye permittivity and its loss peak, derived in two ways

**What scaling fixes in advance**

Consider a dielectric whose polarization has a slow part P that approaches equilibrium with a single relaxation time τ. Let its equilibrium value be proportional to the electric field E, say P_eq = ε₀ Δε E, where Δε is a positive number called the relaxation strength. First-order relaxation means that P changes at a rate proportional to its distance from equilibrium:

τ dP/dt = ε₀ Δε E(t) − P.   (1)

For a field of amplitude E₀ and angular frequency ω, measure time in units of τ, field in units of E₀ and polarization in units of ε₀ Δε E₀. With u = t/τ, e = E/E₀ and p = P/(ε₀ Δε E₀), equation (1) becomes

dp/du = e(u) − p.

No material constant is left. The frequency enters through the field alone, as x = ωτ, because ωt = xu. The steady response must therefore be Δε times a universal function g(x). If the loss has a peak, it lies at a pure number x, and its height is a pure number times Δε. Scaling can't supply these two numbers; the derivations below give 1 and 1/2.

**The model and the sign convention**

The material is isotropic, uniform and linear. Besides P it has a fast polarization, electronic and vibrational, which is taken to follow the field without delay. The electric displacement is

D = ε₀ ε∞ E + P,

where ε∞ is the relative permittivity at frequencies too high for the slow part to respond but still low enough for the fast part to follow. In a static field D = ε₀ εs E, with εs the static permittivity. Subtracting the fast part gives P_eq = ε₀(εs − ε∞)E, so

Δε = εs − ε∞.

E is the macroscopic field inside the material, and τ is the relaxation time when this field is held fixed.

An alternating field is written as the real part of E₀ exp(iωt). Equation (1) is linear with real coefficients, so the real part of a complex solution is the response to the real part of the field. With this time factor the permittivity is written

ε = ε′ − iε″.

The real displacement is then

D = Re[ε₀(ε′ − iε″)E₀ exp(iωt)] = ε₀E₀(ε′ cos ωt + ε″ sin ωt).

A positive ε″ thus means that D lags behind E. In what follows "loss" means ε″.

**First derivation: solve the rate law in the alternating field**

Try P = P̂ exp(iωt) in equation (1). The time derivative gives a factor iω:

iωτ P̂ = ε₀ Δε E₀ − P̂.

Collecting the terms in P̂,

(1 + iωτ)P̂ = ε₀ Δε E₀, so P̂ = ε₀ Δε E₀/(1 + iωτ).

The general solution also contains a solution of τ dP/dt = −P, which is a constant times exp(−t/τ). It carries the memory of how the field was switched on and dies out after several τ. What remains is the steady part. Inserting it in D and dividing by ε₀E₀ exp(iωt) gives the Debye permittivity:

ε(ω) = ε∞ + Δε/(1 + iωτ).   (2)

To separate real and imaginary parts, multiply numerator and denominator by 1 − iωτ. The denominator becomes (1 + iωτ)(1 − iωτ) = 1 + ω²τ², so

ε = ε∞ + Δε(1 − iωτ)/(1 + ω²τ²).

Comparison with ε′ − iε″ gives

ε′ = ε∞ + Δε/(1 + ω²τ²),
ε″ = Δε ωτ/(1 + ω²τ²).   (3)

At low frequency ε′ tends to εs and ε″ ≈ Δε ωτ: the slow polarization nearly keeps up, with a small lag. At high frequency ε′ tends to ε∞ and ε″ ≈ Δε/(ωτ): the field reverses before much slow polarization can build up. The loss vanishes at both ends and is positive between them.

For x = ωτ > 0, divide numerator and denominator of the loss by x:

ε″ = Δε/(x + 1/x).

The denominator can be written as

x + 1/x = 2 + (√x − 1/√x)² ≥ 2,

with equality when √x = 1/√x, that is, at x = 1. Hence

ε″ ≤ Δε/2, with equality at ωτ = 1 and nowhere else.   (4)

The derivative shows the same from another side:

dε″/dx = Δε[(1 + x²) − x·2x]/(1 + x²)² = Δε(1 − x²)/(1 + x²)².

It is positive below x = 1 and negative above, so the curve has a single maximum.

The width follows from setting the loss equal to half its peak value, Δε/4:

x/(1 + x²) = 1/4, so x² − 4x + 1 = 0 and x = 2 ± √3.

These points are 0.268 and 3.73. Their product is 1, so they lie at equal distances from the peak on a logarithmic frequency scale. Indeed x + 1/x is unchanged when x is replaced by 1/x, which makes the whole curve symmetric on that scale. The width at half height is 1.14 decades, whatever the values of τ and Δε.

**Second derivation: add up the responses to small steps**

Now use the rate law in a constant field only. Let the field jump from zero to E₁ at t = 0, with P = 0 at that moment. The distance from equilibrium, q = ε₀ Δε E₁ − P, obeys dq/dt = −q/τ and starts at ε₀ Δε E₁. Therefore

P(t) = ε₀ Δε E₁[1 − exp(−t/τ)].

Any field history that was zero in the distant past can be built from small steps dE = (dE/dt′)dt′ made at times t′. If the response is linear, the polarizations caused by the steps add. If the material doesn't change with time, each contribution depends only on the time t − t′ since its step. Then

P(t) = ε₀ Δε ∫ [1 − exp(−(t − t′)/τ)](dE/dt′) dt′, from −∞ to t.

Integrate by parts. The boundary term vanishes at t′ = t because the bracket is zero there, and in the distant past because the field is zero there. The derivative of the bracket with respect to t′ is −(1/τ)exp(−(t − t′)/τ), and the minus sign of the integration by parts makes the result positive. With s = t − t′,

P(t) = ε₀ Δε ∫₀^∞ (1/τ)exp(−s/τ) E(t − s) ds.   (5)

The weight (1/τ)exp(−s/τ) has unit area. The slow polarization is thus the equilibrium value for an average of past fields, with recent fields counting most.

Let the alternating field have been switched on so long ago that the missing part of the integral, which is suppressed by exp(−age/τ), can be dropped. Insert E(t − s) = E₀ exp(iωt) exp(−iωs):

P = ε₀ Δε E₀ exp(iωt) ∫₀^∞ (1/τ)exp[−(1/τ + iω)s] ds.

The integral is (1/τ)/(1/τ + iω) = 1/(1 + iωτ), and equation (2) follows again.

The peak can now be found without differentiating. Write g = 1/(1 + ix) and subtract 1/2:

g − 1/2 = [2 − (1 + ix)]/[2(1 + ix)] = (1/2)(1 − ix)/(1 + ix).

The numbers 1 − ix and 1 + ix have equal moduli and opposite phases ∓θ, where θ = arctan x. Hence

g = 1/2 + (1/2)exp(−2iθ).

As the frequency runs from zero to infinity, θ runs from 0 to 90° and g traces a semicircle of radius 1/2 about the point 1/2. Since ε″ is Δε times minus the imaginary part of g,

ε″ = (Δε/2) sin 2θ.

The largest value, Δε/2, occurs at θ = 45°, where x = tan θ = 1. The angle has a direct meaning: 1/(1 + ix) has phase −θ, so θ is the lag of the slow polarization behind the field. The loss peaks when this lag is an eighth of a cycle. There ε′ = ε∞ + Δε/2, midway between its two limits.

**What each derivation assumes**

The first derivation assumes that equation (1) holds while the field is changing: at each instant P moves towards the equilibrium value for the field at that instant. The second needs the rate law only after a step to a constant field, but adds linear superposition and a material that doesn't change with time.

For one exponential the two sets of assumptions lead to the same dynamics. Write equation (5) as

P(t) = (ε₀ Δε/τ) ∫ exp(−(t − t′)/τ)E(t′) dt′, from −∞ to t,

and differentiate. The upper limit contributes ε₀ Δε E(t)/τ and the exponential contributes −P/τ, which is equation (1).

They differ in how they can be extended. The rate law can be given an equilibrium value that is a nonlinear function of E. The responses to separate fields then no longer add, and the second route works only if the steps are taken in the equilibrium value instead of in E. Conversely, superposition still works if the step response is not a single exponential. Suppose it is a sum of exponentials with times τₖ and positive strengths Δεₖ. The same integral, done term by term, gives

ε″ = Σ Δεₖ ωτₖ/(1 + ω²τₖ²) ≤ (1/2) Σ Δεₖ.

Equality would require ωτₖ = 1 for every k at the same frequency, which is impossible if the times differ. In this class of models a peak lower than half the total strength therefore shows that more than one relaxation time is present.

**Related quantities that behave differently**

The work done by the field per unit volume and time is E dD/dt. From the real form of D,

dD/dt = ωε₀E₀(−ε′ sin ωt + ε″ cos ωt).

Multiply by E₀ cos ωt and average over a cycle. The product of sine and cosine averages to zero and cos² averages to 1/2, so the absorbed power density is

W = (1/2)ωε₀ε″E₀² = (ε₀ Δε E₀²/2τ) x²/(1 + x²).   (6)

At fixed field amplitude W has no peak. It rises steadily with frequency and has reached half its limiting value at x = 1. The loss ε″ measures absorption per radian of the cycle; the growing number of cycles per second makes up for its decline above the peak.

The loss tangent, tan δ = ε″/ε′, does have a peak, but elsewhere. From equations (3), ε′ = (εs + ε∞x²)/(1 + x²), so

tan δ = Δε x/(εs + ε∞x²) = Δε/(εs/x + ε∞x).

The two terms in the denominator have the fixed product εs ε∞, so their sum is least when they are equal. The peak is at x = √(εs/ε∞), with height Δε/(2√(εs ε∞)).

The relaxation time also depends on what is held fixed. At constant D, as between plates carrying fixed free charge, E = (D − P)/(ε₀ε∞). Equation (1) becomes

τ dP/dt = (Δε/ε∞)(D − P) − P = (Δε/ε∞)D − (εs/ε∞)P,

because Δε/ε∞ + 1 = εs/ε∞. The relaxation time is now τε∞/εs, which is shorter. As P grows at fixed D it reduces the field that drives it, so the equilibrium value is lower and is reached sooner.

**Water at the frequency of a microwave oven**

Rough values for liquid water near room temperature are εs = 78, ε∞ = 5 and τ = 8 ps. The relaxation strength is 78 − 5 = 73. The loss peak lies at

f = 1/(2πτ) = 1/(2π × 8 × 10⁻¹² s) = 19.9 GHz,

with height 73/2 = 36.5. The half-height frequencies are 0.268 × 19.9 = 5.3 GHz and 3.73 × 19.9 = 74 GHz. The loss tangent peaks at x = √(78/5) = 3.95, or about 79 GHz, with height 1.85. At constant D the model gives a relaxation time of 8 × 5/78 = 0.51 ps. This time and the loss-tangent peak depend strongly on ε∞ and are much less reliable for real water than the loss peak, as the last section shows.

As a test, equation (1) was integrated in time with these permittivities at x = 0.02, 0.2, 1, 5 and 30, and ε was read off from the steady motion. The largest difference from equation (2) was 2 × 10⁻¹⁰ in ε. A search over such simulated losses put the maximum at x = 1.0000 with height 36.5000.

A microwave oven works at 2.45 GHz, well below the peak. There x = 2.45/19.89 = 0.123 and 1 + x² = 1.015, so

ε′ = 5 + 73/1.015 = 76.9,
ε″ = 73 × 0.1232/1.015 = 8.86.

The slow polarization lags the field by arctan 0.123 = 7.0°. For a macroscopic field of amplitude 10 V/cm inside the water, the limiting power in equation (6) is

(8.854 × 10⁻¹² F/m × 73 × (10³ V/m)²)/(2 × 8 × 10⁻¹² s) = 40.4 W/cm³.

The absorbed power at 2.45 GHz is 40.4 × 0.0152/1.015 = 0.60 W/cm³. With a heat capacity of about 4.2 J/(cm³ K), the water warms at first by 0.60/4.2 = 0.14 K/s. For scale, one kilowatt absorbed in one litre is 1 W/cm³ on average, so the chosen field is of a reasonable size for an oven. The heating is not uniform, because the field weakens as the wave travels into the water: with the permittivity above, the power falls by a factor e in about 2 cm.

**How far the model can be trusted here**

At a given local field and for water of low conductivity, warming by 10 K changes the oven result more than the other effects estimated in this section. Take τ proportional to exp(Eₐ/kT) with a rough activation energy Eₐ = 0.18 eV, and let εs fall by roughly 0.35 per kelvin with ε∞ held fixed. Warming from 298 K by 10 K, which takes about 70 s at the initial rate, then shortens τ to 6.4 ps and moves the peak to 25 GHz. The loss at 2.45 GHz falls from 8.9 to 6.8, or by 24 %. The low-frequency form ε″ ≈ Δε ωτ explains this: τ is multiplied by 0.80 and Δε by 69.5/73 = 0.95, and their product is 0.76.

Dissolved ions carry a current σE in phase with the field. It absorbs σE₀²/2, which by equation (6) amounts to an extra loss σ/(ε₀ω). For a conductivity of 0.5 mS/cm, roughly that of tap water, this is 0.37 at 2.45 GHz, or 4 % of the Debye loss, and 0.045 at the peak frequency. Because it grows as 1/ω, it dominates at low enough frequency. It also grows in proportion to σ: at 2.45 GHz it would be 24 % of the Debye loss at about 3 mS/cm and would equal it at about 12 mS/cm, so salted water needs this term. At this small conductivity the Debye peak survives as a local maximum of the total loss; with στ/ε₀ above Δε/8 it would disappear.

The assumption of one relaxation time is also approximate. Take a faster process of strength 2 and time 1 ps out of ε∞, as a rough model. The peak moves from 19.9 to 20.0 GHz and its height from 36.5 to 36.75. This is below half the total strength, 75/2 = 37.5, as the inequality for several times requires. Quantities that probe shorter times change much more. The upper half-height frequency moves from 74 to about 78 GHz, and the loss-tangent peak from 79 to about 102 GHz with height 2.06. At constant D, a decay exp(−t/T) requires ε = 0 at iω = −1/T, that is 3 + 73/(1 − 8/T) + 2/(1 − 1/T) = 0 with T in ps. The roots are 0.25 ps, which carries about 95 % of the change, and 1.2 ps. The single time of 0.51 ps was shorter than the 1 ps process it treated as instantaneous, so it should not be taken as a property of water.

At short times the rate law itself fails, since it lets P start to grow at full speed the instant a field is applied, while a molecule has inertia. With a moment of inertia I of about 2 × 10⁻⁴⁷ kg m², the thermal turning time √(I/kT) is 0.07 ps, about 1 % of τ. This is an order-of-magnitude estimate. Inertia leaves the peak region largely untouched. The limiting power of 40 W/cm³ belongs to the model and should not be expected of real water, where other molecular motions also absorb at frequencies far above the peak.

Linearity is safe at this field. For independent dipoles of moment μ, let y = μE/kT and let c be the cosine of the angle to the field. Expanding the Boltzmann average of c gives

⟨c⟩ ≈ (y/3 + y³/30)/(1 + y²/6) ≈ (y/3)(1 − y²/15).

The leading term gives Δε = Nμ²/(3ε₀kT), with N the number of molecules per volume. Matching Δε = 73 requires an effective moment of 4.6 debye. This serves as a size estimate and is not a theory of water, whose molecules are strongly correlated. Then y is 4 × 10⁻⁶, and the relative reduction y²/15 is about 10⁻¹².

The input values are rough, so the loss peak and the oven results deserve about two figures, and the loss-tangent peak and the constant-D time less than that; further digits above only let the arithmetic be followed.

Numbers as computed

```
eps_s, eps_inf (rough inputs): 78, 5
relaxation time tau (rough input): 8.0 ps
relaxation strength: 73.0
largest simulation-formula gap in eps: 1.8e-10
simulated peak position omega tau: 1.0000
simulated peak loss: 36.5000
formula peak loss, strength/2: 36.5000
peak frequency: 19.89 GHz
eps' at the peak: 41.50
half-height omega tau: 0.2679, 3.7321
half-height frequencies: 5.33, 74.25 GHz
width at half height: 1.144 decades
tan delta peak at omega tau: 3.950
tan delta peak frequency: 78.6 GHz
tan delta peak height: 1.848
relaxation time at fixed D: 0.513 ps
oven frequency (input): 2.45 GHz
omega tau at oven frequency: 0.1232
eps' at oven frequency: 76.91
eps'' at oven frequency: 8.856
tan delta at oven frequency: 0.1151
lag of P at oven frequency: 7.02 deg
field amplitude (input): 10.0 V/cm
absorbed power at oven frequency: 0.604 W/cm3
absorbed power at loss peak: 20.20 W/cm3
model high-frequency power limit: 40.40 W/cm3
heat capacity (rough input): 4.2 J/(cm3 K)
initial heating rate: 0.144 K/s
temperature (input): 298 K
warming considered: 10 K
time for it at initial rate: 70 s
activation energy (rough input): 0.18 eV
eps_s slope (rough input): -0.35 per K
tau after warming: 6.37 ps
peak frequency after warming: 25.0 GHz
oven eps'' after warming: 6.75
change of oven eps'': -23.8 %
conductivity (rough input): 0.5 mS/cm
conduction loss at oven frequency: 0.367
as share of oven eps'': 4.1 %
conduction loss at peak frequency: 0.045
fast process strength (rough input): 2
fast process time (rough input): 1 ps
peak frequency with fast process: 20.03 GHz
peak loss with fast process: 36.75
moment of inertia (rough input): 2e-47 kg m2
free turning time: 0.070 ps
free turning time / tau: 0.0087
effective dipole moment: 4.6 debye
dipole energy / kT: 3.8e-06
relative saturation drop: 9.4e-13
```
